# Muonic transition energies and the Barrett moment of the nuclear charge

## 1. What symmetry and dimensions allow

A muon bound to a nucleus of charge $Z$ feels the nuclear charge density $Z\rho(\mathbf r)$, with $\int\rho\,d^3r=1$. Let $\Delta=E(2p_{3/2})-E(1s_{1/2})$ be the photon energy, and change the density by a small spherical amount $\delta\rho(r)$. To leading order the response is linear:
$$\delta\Delta=Z\int\delta\rho(r)\,D(r)\,d^3r .$$
Rotational symmetry makes $D$ a function of $r$ alone. A constant in $D$ has no effect, because $\int\delta\rho\,d^3r=0$.

Atomic units are used in the algebra ($\hbar=e=m_e=4\pi\varepsilon_0=1$), so $D$ has the dimension of an inverse length. Suppose the nucleus is so small that the muon density is constant across it. The muon then supplies one quantity there, its contact density $n_{1s}(0)$, an inverse length cubed. To first order a level shift is the change of potential energy averaged over the muon density, so $D$ is linear in that density. Its $r$-dependent part must then be a number times $n_{1s}(0)r^2$, and the photon energy measures $\langle r^2\rangle$. In a heavy nucleus the muon density varies over the nuclear volume and another function replaces $r^2$. The task is to find it and to see how well one number then represents the nucleus.

The model is a Dirac muon of mass $m$ in the static potential of a spherical nucleus. Recoil, vacuum polarization, self-energy and nuclear polarization are left out. A measured energy must be corrected for them before the relations below are applied. These corrections are not small and depend on the nucleus being sought: for the example below, first-order vacuum polarization alone raises the photon energy by about 26 keV and steepens its dependence on the nuclear size by about 1.4%.

## 2. The kernel is a potential made by the muon

The nuclear potential energy of the muon is
$$V(r)=-Z\int\frac{\rho(r')}{|\mathbf r-\mathbf r'|}\,d^3r' .$$
Take two nuclei, 0 and 1, with Hamiltonians $H_0$ and $H_1=H_0+\delta V$, and let $\psi_0,\psi_1$ be corresponding states with the same angular quantum numbers. From $H_1\psi_1=E_1\psi_1$ and the hermiticity of $H_0$,
$$\langle\psi_0|H_1|\psi_1\rangle=E_1\langle\psi_0|\psi_1\rangle,\qquad
\langle\psi_0|H_0|\psi_1\rangle=E_0\langle\psi_0|\psi_1\rangle .$$
Subtraction gives
$$(E_1-E_0)\langle\psi_0|\psi_1\rangle=\langle\psi_0|\delta V|\psi_1\rangle. \tag{1}$$
No smallness has been assumed; section 6 uses this fact. For a small change, $\psi_1=\psi_0+O(\delta\rho)$, and since $\delta V$ is already of first order,
$$\delta E_i=\int n_i(r)\,\delta V(r)\,d^3r+O(\delta\rho^2),\qquad n_i=\psi_i^\dagger\psi_i .$$
Insert $\delta V$ and exchange the two integrations:
$$\delta E_i=-Z\int\delta\rho(r')\,U_i(r')\,d^3r',\qquad U_i(r')=\int\frac{n_i(r)}{|\mathbf r-\mathbf r'|}\,d^3r .$$
The negative muon generates the potential $-U_i$, in which the nuclear charge has its energy. A $2p_{3/2}$ substate is not spherical, but a spherical $\delta\rho$ selects the angular average of its density, which is the same for all four substates. Subtracting the 1s shift from the 2p shift yields
$$\delta\Delta=Z\int\delta\rho\,D\,d^3r,\qquad D=U_{1s}-U_{2p}. \tag{2}$$

## 3. Simple case: a small nucleus

Let $N_i(r)=\int_0^r4\pi s^2n_i(s)\,ds$ be the muon probability inside $r$, with $n_i$ now the angular average. Then
$$U_i(r)=\frac{N_i(r)}{r}+\int_r^\infty4\pi s\,n_i(s)\,ds .$$
On differentiation, the term $N_i'/r=4\pi r n_i$ cancels the derivative of the second integral, which is $-4\pi r n_i$. What remains is Gauss's law, $U_i'=-N_i/r^2$. With $q=N_{1s}-N_{2p}$,
$$D(0)-D(r)=\int_0^r\frac{q(s)}{s^2}\,ds. \tag{3}$$

Near the centre the $2p_{3/2}$ density vanishes as $r^2$, while $n_{1s}\to n_{1s}(0)$. Thus $q\simeq\frac{4\pi}{3}n_{1s}(0)s^3$ and
$$D(0)-D(r)\simeq\frac{4\pi}{3}n_{1s}(0)\int_0^r s\,ds=\frac{2\pi}{3}n_{1s}(0)\,r^2 .$$
If this holds over the whole nucleus, (2) becomes
$$\delta\Delta=-\frac{2\pi Z}{3}\,n_{1s}(0)\,\delta\langle r^2\rangle .$$
For a nonrelativistic muon and a nuclear radius far below $1/(mZ)$, $n_{1s}(0)=(mZ)^3/\pi$, so $\delta\Delta=-\frac23Z^4m^3\,\delta\langle r^2\rangle$. The sign is negative because spreading the nuclear charge weakens the attraction near the centre, which raises 1s more than 2p and shortens the interval.

**Test on a heavy nucleus.** The example is a model nucleus with round parameters: $Z=50$ and a Fermi density
$$\rho(r)\propto\frac{1}{1+e^{(r-h)/d}},\qquad h=5.5\times10^{-5}\ \text{Å},\quad d=0.5\times10^{-5}\ \text{Å}.$$
The solved levels are $E(1s_{1/2})=-5.190985\times10^6$ eV and $E(2p_{3/2})=-1.760404\times10^6$ eV, with the last digit uncertain by about 1 eV from the finite basis, so
$$\Delta_0=(5.190985-1.760404)\times10^6=3.430581\times10^6\ \text{eV}.$$
A point nucleus would give $5.511\times10^6$ eV. The finite size removes $2.08\times10^6$ eV, or 38% of the point value. Perturbation theory about a point nucleus is therefore a poor start; the reference in (2) must be an extended nucleus, with muon states solved in its field.

At $r=0.991\times10^{-5}$ Å the computed drop $D(0)-D(r)$ is 0.992 of the quadratic law; the fourth digit is basis-dependent (0.9922 to 0.9923). The central limit holds, and the deficit of about 0.0078 shows the next term at work.

## 4. Generalization: a muon density that varies

Write the difference of muon densities near the centre as $n_{1s}-n_{2p}\simeq n_{1s}(0)(1-\nu r^2)$. Then
$$q(s)=4\pi n_{1s}(0)\left(\frac{s^3}{3}-\frac{\nu s^5}{5}\right),$$
and (3) gives
$$D(0)-D(r)=4\pi n_{1s}(0)\left(\frac{r^2}{6}-\frac{\nu r^4}{20}\right)
=\frac{2\pi}{3}n_{1s}(0)\,r^2(1-\gamma r^2),\qquad \gamma=\frac{3\nu}{10}.$$
The drop grows more slowly than $r^2$. Its logarithmic slope is
$$\frac{d\ln[D(0)-D]}{d\ln r}=2-\frac{2\gamma r^2}{1-\gamma r^2}\simeq2-2\gamma r^2 .$$

The Barrett form $f(r)=r^k e^{-ar}$ has the logarithmic slope $k-ar$, a straight line in $r$. Make that line tangent to $2-2\gamma r^2$ at a radius $r_*$. Equal derivatives require $a=4\gamma r_*$. Equal values require $k-ar_*=2-2\gamma r_*^2$, hence
$$k=2+2\gamma r_*^2,\qquad a=4\gamma r_* .$$
In this truncated model both $k-2$ and $a$ are positive, and both vanish as $\gamma\to0$, which restores the mean-square radius. An exponent above 2 does not mean faster growth than $r^2$: the exponential more than compensates it at $r_*$.

For the actual kernel I fit
$$D(r)\simeq A+B\,f(r) \tag{4}$$
by least squares, weighted with the reference nuclear charge $4\pi r^2\rho_0$, so that agreement is sought where the nucleus has charge. Let $\langle\cdot\rangle_0$ denote the average over $\rho_0$. For given $k$ and $a$, setting the derivatives of $\langle(D-A-Bf)^2\rangle_0$ with respect to $A$ and $B$ to zero gives
$$A=\langle D\rangle_0-B\langle f\rangle_0,\qquad
B=\frac{\langle Df\rangle_0-\langle D\rangle_0\langle f\rangle_0}{\langle f^2\rangle_0-\langle f\rangle_0^2}.$$
The remaining search runs over $k$ and $a$. It yields
$$k=2.2684,\qquad a=1.2001\times10^4\ \text{Å}^{-1},\qquad B=-2.617\times10^{14}\ \text{eV Å}^{-k}.$$
Further digits of $B$ are not converged: in these units a change of $10^{-5}$ in $k$ moves $B$ by about one part in $10^4$.

The rms misfit, relative to the weighted standard deviation of $D$, is $1.06\times10^{-3}$. A free power without the exponential leaves $3.4\times10^{-2}$, with best power 1.449, and $r^2$ leaves 0.12. At $r=3.99\times10^{-5}$ Å, for instance, $D=106971$ eV and the fit gives 106963 eV. At $7.99\times10^{-5}$ Å, where little nuclear charge remains, the values are 73116 and 73086 eV.

The tangent argument can be compared with these constants. Dividing its two relations gives $r_*=2(k-2)/a=0.5368/(1.2001\times10^4)=4.47\times10^{-5}$ Å, a point inside the nucleus. Then $\gamma=a/(4r_*)=6.7\times10^7$ Å$^{-2}$. The central deficit gives independently $\gamma\simeq0.0078/(0.9908\times10^{-5})^2\simeq8\times10^7$ Å$^{-2}$. The two differ by about 16% of the latter, reasonable for an argument that keeps one correction term and ignores the freedom of $A$.

## 5. From energy to moment to radius

Put (4) into (2). The constant $A$ drops out by charge conservation, and
$$\delta\Delta\simeq ZB\,\delta M,\qquad M=\langle r^ke^{-ar}\rangle=\int\rho\,r^ke^{-ar}\,d^3r. \tag{5}$$
This is the sense in which the transition measures the Barrett moment. Given a corrected measured energy $\Delta_{\rm exp}$ near $\Delta_0$,
$$M\simeq M_0+\frac{\Delta_{\rm exp}-\Delta_0}{ZB}.$$
One energy supplies one number. The constants $k$ and $a$ come from the calculated muon states and from the reference charge used as the fitting weight, not from the measured energy.

The linear law (2) was tested by changing $h$ by $\pm0.1\%$. The photon energies at the two ends, solved anew, differ by $-3028.308$ eV, and the integral over $D$ gives the same value to the digits shown.

A moment in Å$^k$ is awkward to compare between nuclei, so it is expressed as the radius $R_k$ of a uniform ball with the same moment:
$$F(R_k)=M,\qquad F(R)=\frac{3}{R^3}\int_0^R r^2f(r)\,dr .$$
By the product rule,
$$F'(R)=-\frac{3}{R}F(R)+\frac{3}{R^3}R^2f(R)=\frac{3}{R}\,[f(R)-F(R)] .$$
Since $f'=(k/r-a)f$, the function $f$ rises up to $r=k/a$. For $R<k/a$ the mean $F(R)$ over the ball is thus below the edge value $f(R)$, so $F$ rises and the solution in this range is unique. Here $k/a=1.89\times10^{-4}$ Å, well outside the nucleus. With (5),
$$\frac{dR_k}{d\Delta}=\frac{R_k}{3ZB\,[f(R_k)-M]}. \tag{6}$$

**Limit.** For $k=2$, $a=0$ the definition gives $F=\frac35R^2$ and $R_k=\sqrt{5\langle r^2\rangle/3}$, the rms-equivalent radius, called $R_{\rm rms}$ below. Then $f(R)-M=\frac25R^2$ and $dR/dM=R/(3\cdot\frac25R^2)=5/(6R)$, which is the derivative of $\sqrt{5M/3}$, as it must be.

**Numbers.** The reference has $M_0=8.170\times10^{-11}$ Å$^k$ and $R_k=5.9526\times10^{-5}$ Å, or 5.95 fm. The product $aR_k$ is 0.714, and $f(R_k)=1.274\times10^{-10}$ Å$^k$. Hence
$$\frac{dR_k}{d\Delta}=\frac{5.9526\times10^{-5}}{3\cdot50\cdot(-2.617\times10^{14})(1.274-0.817)\times10^{-10}}
\simeq-3.32\times10^{-11}\ \text{Å/eV}.$$
Changing the nucleus and solving again gives $-3.318\times10^{-11}$ Å/eV. An energy error of 100 eV therefore corresponds to $3.3\times10^{-9}$ Å in $R_k$, less than one part in ten thousand of the radius.

## 6. Finite changes and the limit of model independence

Model independence means that two different nuclear shapes with the same photon energy have the same $R_k$. First-order theory gives only part of the deviation, because it leaves out the response of the muon to the changed nucleus. Identity (1) includes both parts. Define for each level the normalized product density
$$t_i=\frac{\psi_{0,i}^\dagger\psi_{1,i}}{\langle\psi_{0,i}|\psi_{1,i}\rangle},\qquad\int t_i\,d^3r=1,$$
where the overlap must not vanish. Equation (1) reads $E_1-E_0=\int t_i\,\delta V\,d^3r$. This has the form of the first-order shift with $n_i$ replaced by $t_i$, so the steps of section 2 apply unchanged:
$$\Delta_1-\Delta_0=Z\int(\rho_1-\rho_0)\,D_{01}\,d^3r,\qquad
D_{01}(r)=\int\frac{t_{1s}(r')-t_{2p}(r')}{|\mathbf r-\mathbf r'|}\,d^3r'. \tag{7}$$
Within the static Dirac model this is exact. When nucleus 1 approaches nucleus 0, $t_i\to n_i$ and (2) returns.

Enlarging $h$ by 10% tests the difference between the two kernels. The solved photon energy changes by $-147987$ eV. The first-order kernel predicts $-154471$ eV, too large in magnitude by 4.4% of the solved change, while (7) reproduces the solved value to the printed digits. The muon cloud readjusts to the larger nucleus, and $D_{01}$ contains that readjustment.

Let both nuclei now have the same $\Delta$, write $D_0$ for the reference kernel and $\delta\rho=\rho_1-\rho_0$, and split
$$D_{01}=A+Bf+\eta+(D_{01}-D_0),\qquad \eta=D_0-A-Bf .$$
The left side of (7) is zero and the constant $A$ integrates to zero, so
$$0=B(M_1-M_0)+\int\delta\rho\,\eta\,d^3r+\int\delta\rho\,(D_{01}-D_0)\,d^3r ,$$
$$M_1-M_0=-\frac1B\left[\int\delta\rho\,\eta\,d^3r+\int\delta\rho\,(D_{01}-D_0)\,d^3r\right]. \tag{8}$$
The first term is the fitting error, linear in $\delta\rho$. The second is the response of the muon; since $D_{01}-D_0$ is itself of first order, it is quadratic in $\delta\rho$ to leading order. Unless the two terms happen to cancel, model independence needs both to be small: a good fit where the charge is rearranged, and a rival shape not too far from the reference.

## 7. Rival nuclei with one photon energy

Four other shapes were adjusted in size until each gave the photon energy $\Delta_0$: Fermi densities with $d=0.4$ and $0.6\times10^{-5}$ Å, a Fermi density multiplied by $1+0.2\,r^2/h^2$ to depress the centre, and a uniform ball. The constants $k$ and $a$ stay at their reference values. Radii are in $10^{-5}$ Å.

| Shape | $R_{\rm rms}$ | $R_k$ |
|---|---|---|
| reference | 6.0006 | 5.95257 |
| sharper surface | 5.9829 | 5.95257 |
| softer surface | 6.0230 | 5.95267 |
| central depression | 5.9988 | 5.95259 |
| uniform ball | 5.9528 | 5.95279 |

The rms-equivalent radii spread over $7.0\times10^{-7}$ Å, more than 1% of the radius. The values of $R_k$ spread over $2.2\times10^{-9}$ Å, a factor of about 320 less. For these five shapes the photon energy fixes $R_k$ well and leaves the rms radius dependent on the assumed surface. The ball shows the meaning of the equivalent radius directly: its own radius, found from the energy alone, agrees with the $R_k$ of the diffuse reference to $2.2\times10^{-9}$ Å.

**Why the rms radius moves.** A thin-surface limit explains the size of the effect. Let $\Theta(r)=1/(1+e^{(r-h)/d})$ with $d\ll h$. Integration by parts gives
$$\int_0^\infty r^s\,\Theta\,dr=\int_0^\infty\frac{r^{s+1}}{s+1}(-\Theta')\,dr .$$
The function $-\Theta'$ is a symmetric peak at $h$ with variance $\pi^2d^2/3$ and unit area, up to terms of order $e^{-h/d}$. Expanding $r^{s+1}$ about $h$ to second order,
$$\int_0^\infty r^s\,\Theta\,dr\simeq\frac{h^{s+1}}{s+1}\left[1+\frac{\pi^2d^2}{6h^2}\,s(s+1)\right].$$
The moment $\langle r^p\rangle$ is the ratio of the cases $s=p+2$ and $s=2$. With $(p+2)(p+3)-6=p(p+5)$,
$$\langle r^p\rangle\simeq\frac{3h^p}{p+3}\left[1+\frac{\pi^2d^2}{6h^2}\,p(p+5)\right].$$
A ball of radius $R_p$ has $\langle r^p\rangle=3R_p^p/(p+3)$. Taking the $p$-th root to the same order,
$$R_p\simeq h\left[1+\frac{\pi^2d^2}{6h^2}(p+5)\right],\qquad R_2-R_p\simeq\frac{\pi^2d^2}{6h}(2-p).$$
A higher moment gives more weight to the diffuse edge and so has a larger equivalent radius. With the fitted free power $p=1.449$ as a stand-in for $f$, the reference should have $R_{\rm rms}-R_k\simeq\pi^2(0.25)(0.551)/(6\cdot5.5)=0.041$ in units of $10^{-5}$ Å. The table gives 0.048. The estimate is 14% below that value. Two approximations enter it: the pure power in place of $f$, and the expansion to second order in $d/h$. Evaluating $\langle r^p\rangle$ without the expansion gives 0.039, further from 0.048, so the gap comes from the pure power. The estimate gives the size of the effect, not a precise value. For $d\to0$ the difference vanishes, as it must for a ball.

**What is left in $R_k$.** To first order, multiplying (8) by $dR_k/dM=R_k/(3[f(R_k)-M])$ turns its two terms into radius shifts. For the softer surface they are $3.8\times10^{-10}$ Å from the fit and $6.3\times10^{-10}$ Å from the response, together $1.0\times10^{-9}$ Å. For the sharper surface they are $-4.6\times10^{-10}$ and $+4.4\times10^{-10}$ Å. The almost perfect agreement of that row is thus a cancellation, not a measure of the method's accuracy. The signs fit the orders found above: the two surface changes are roughly opposite, so the linear fitting term reverses and the quadratic response term does not. For the central depression the fit dominates, with $2.0\times10^{-10}$ of $2.3\times10^{-10}$ Å.

By (6), the full spread of $2.2\times10^{-9}$ Å corresponds to about 66 eV. If the corrected energy is less certain than this, the choice among these five shapes is not the main error in $R_k$. If it is much better known, the shape matters and (8) must be evaluated. This figure belongs to the static Coulomb model. The first-order vacuum-polarization shift itself differs among the five shapes, from $-72$ eV for the ball to $+33$ eV for the softer surface relative to the reference. At this level of accuracy it cannot be subtracted as a shape-independent number; it has to be evaluated for each shape, or put into the potential before $D$, $k$ and $a$ are computed.

## 8. Another transition, another moment

For $3d_{5/2}\to2p_{3/2}$ the kernel is $U_{2p}-U_{3d}$. Near the centre $n_{2p}\simeq br^2$, while the 3d density starts as $r^4$. The enclosed probability is $4\pi bs^5/5$, and Gauss's law gives a drop
$$\int_0^r\frac{4\pi b}{5}s^3\,ds=\frac{\pi b}{5}r^4 .$$
The central limit is now a fourth moment, so $k$ should lie near 4. The fit with $a$ held at the value found above gives $k=4.15$, with a relative misfit of $3.7\times10^{-3}$; with $a$ free it gives $k=4.29$, $a=1.39\times10^4$ Å$^{-1}$ and a misfit of $6.6\times10^{-4}$. This transition weights the nuclear surface more strongly. Its equivalent radius is a different property of the nucleus, and comparing the two carries information on the shape that neither energy holds alone: among the rivals of section 7, which share $\Delta_0$, this energy moves by about $+330$ eV for the sharper surface, $-410$ eV for the softer one and $+900$ eV for the ball.

The pair $(k,a)$ must therefore be quoted with every $R_k$. It belongs to the transition and to the reference nucleus, and a nucleus far from that reference calls for a new fit. The relations also assume spherical charge; a deformed nucleus couples to higher multipoles of the muon density, which $D(r)$ does not contain. It does so through a static quadrupole moment if its spin allows one, and through its low rotational states even at spin zero, when these lie near the 2p fine-structure splitting. The full set of values is in the numerical output below.

## Computed values

```
nuclear charge Z = 50
half-density radius h = 5.5000e-05 angstrom
diffuseness d = 5.0000e-06 angstrom
muon/electron mass ratio = 206.7683
ball test: largest solver difference = 7.33e-01 eV
E(1s1/2) = -5.190985e+06 eV
E(2p3/2) = -1.760404e+06 eV
photon energy = 3.430581e+06 eV
photon energy, point nucleus = 5.511007e+06 eV
central drop / quadratic law = 0.9923 at r = 9.908e-06 angstrom
h +-0.1%: energy difference, solved = -3028.308 eV
h +-0.1%: energy difference, first order = -3028.308 eV
h +10%: energy change, solved = -147987.44 eV
h +10%: energy change, first order = -154470.63 eV
h +10%: energy change, exact kernel = -147987.44 eV
fitted k = 2.2684
fitted a = 1.2001e+04 1/angstrom
fitted A = 1.23996e+05 eV
fitted B = -2.61684e+14 eV/angstrom^k
relative rms misfit, Barrett form = 1.06e-03
relative rms misfit, free power = 3.39e-02 (power 1.4487)
relative rms misfit, r^2 = 1.22e-01
r = 1.9908e-05 angstrom: D = 119506.0 eV, fit = 119525.4 eV
r = 3.9908e-05 angstrom: D = 106971.3 eV, fit = 106963.1 eV
r = 5.9908e-05 angstrom: D = 90317.1 eV, fit = 90325.1 eV
r = 7.9908e-05 angstrom: D = 73115.7 eV, fit = 73085.6 eV
Barrett moment M = 8.17023e-11 angstrom^k
equivalent radius R_k = 5.95257e-05 angstrom
dR_k/dE, formula = -3.3185e-11 angstrom/eV
dR_k/dE, direct = -3.3179e-11 angstrom/eV
3d5/2-2p3/2 at the same a: k = 4.1537, relative misfit = 3.67e-03
same photon energy: size parameter, rms-equivalent, R_k (angstrom)
  reference: 5.50000e-05, 6.00061e-05, 5.95257e-05
  sharper surface: 5.66658e-05, 5.98287e-05, 5.95257e-05
  softer surface: 5.29023e-05, 6.02303e-05, 5.95267e-05
  central depression: 5.37206e-05, 5.99880e-05, 5.95259e-05
  uniform ball: 5.95279e-05, 5.95279e-05, 5.95279e-05
shift of R_k: fit part, response part, total (angstrom)
  sharper surface: -4.57e-10, 4.39e-10, -1.77e-11
  softer surface: 3.84e-10, 6.25e-10, 1.01e-09
  central depression: 2.01e-10, 2.86e-11, 2.29e-10
spread of rms-equivalent radius = 7.025e-07 angstrom
spread of R_k = 2.190e-09 angstrom
ratio of spreads = 0.0031
```
